# Phase matching of dispersive waves emitted by a Kerr soliton: a program that tests the result

```python
"""Dispersive-wave phase matching for a Kerr soliton.

Result under test: a soliton of peak power P0 and width T0 feeds a linear wave
at the frequency offset W that solves
    D(W) = gamma*P0/2 + W*( beta3/(6*T0^2) + gamma*P0*tau ),
    D(W) = beta2*W^2/2 + beta3*W^3/6 + beta4*W^4/24,  beta2 < 0.
Fields vary as exp(i*k*z - i*W*t); gamma*(1 + tau*W) is the Kerr coefficient;
gamma*P0*T0^2 = |beta2|. Simulations use T0 = 1, |beta2| = 1, gamma = 1.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.fft import fft, ifft


def dispersion(beta2, beta3, beta4):
    return Polynomial([0.0, 0.0, beta2 / 2, beta3 / 6, beta4 / 24])


def resonance(disp, shock, width, centre=0.0, phase=1, tod=1, steep=1):
    """Absolute offset of the dispersive wave; flags switch single terms."""
    b2, b3, b4 = (disp.deriv(m)(centre) for m in (2, 3, 4))
    rate = abs(b2) / width**2
    local_shock = shock / (1 + shock * centre)
    slope = tod * b3 / (6 * width**2) + steep * rate * local_shock
    roots = np.roots([b4 / 24, b3 / 6, b2 / 2, -slope, -phase * rate / 2])
    real = roots[np.abs(roots.imag) < 1e-9 * np.abs(roots).max()].real
    return centre + real[real * width > 0.5].min()


def propagate(disp, shock, centre=0.0, length=50, dz=0.02):
    """Fourth-order Runge-Kutta in the interaction picture.

    Returns the measured wave offset, soliton phase rate, soliton delay rate,
    largest departure from a straight line, and the spectrum at z = 4."""
    n, dt = 4096, 0.125
    t = -100 + dt * np.arange(n)
    w = 2 * np.pi * np.fft.fftfreq(n, dt)
    peak = abs(disp.deriv(2)(centre)) / (1 + shock * centre)
    spec = ifft(np.sqrt(peak) / np.cosh(t) * np.exp(-1j * centre * t))
    half = np.exp(0.5j * disp(w) * dz)
    kerr = 1j * dz * (1 + shock * w)

    def source(s):
        a = fft(s)
        return kerr * ifft((a.real**2 + a.imag**2) * a)

    gate = np.exp(-(t / 20) ** 8)
    core = np.abs(w) < 1.2
    advance, previous, early = np.zeros(core.sum()), None, None
    per_unit = round(1 / dz)
    for z in range(1, length + 1):
        for _ in range(per_unit):
            moved = half * spec
            k1 = half * source(spec)
            k2 = source(moved + k1 / 2)
            k3 = source(moved + k2 / 2)
            k4 = source(half * (moved + k3))
            spec = half * (moved + k1 / 6 + k2 / 3 + k3 / 3) + k4 / 6
        if z == 4:
            early = (w, np.abs(spec) ** 2)
        if z >= 20:
            now = ifft(fft(spec) * gate)[core]
            if previous is not None:
                advance += np.angle(now * previous.conj())
            previous = now
    advance /= length - 20
    delay_rate, phase_rate = np.polyfit(w[core], advance, 1)
    bend = np.abs(advance - phase_rate - delay_rate * w[core]).max()

    # The outgoing tail lies between the soliton and the front of the wave.
    guess = resonance(disp, shock, 1.0, centre)
    start = disp.deriv()(centre) * length
    reach = disp.deriv()(guess) * length - start
    x = (t - start - 0.15 * reach) / (0.60 * reach)
    window = np.where((x > 0) & (x < 1), np.sin(np.pi * x) ** 2, 0.0)
    power = np.abs(ifft(fft(spec) * window)) ** 2
    band = np.where((w > 6.5) & (w < 10), power, 0.0)
    top = w[band.argmax()]
    near = np.abs(w - top) < 0.12
    offset = (w[near] * power[near]).sum() / power[near].sum()
    return offset, phase_rate, delay_rate, bend, early


def stationary_pulse(disp, shock, phase_rate, delay_rate):
    """Steady pulse by fixed-point iteration, resonance kept out of the band.
    Returns its energy and its mean frequency."""
    n, dt = 1024, 0.1
    t = n * dt * np.fft.fftfreq(n)
    w = 2 * np.pi * np.fft.fftfreq(n, dt)
    band = np.abs(w) < 12
    gap = np.where(band, phase_rate + delay_rate * w - disp(w), 1.0)
    assert gap.min() > 0
    s = ifft(1 / np.cosh(t)).real * band
    for _ in range(200):
        a = fft(s)
        g = (1 + shock * w) * ifft(np.abs(a) ** 2 * a).real * band
        s = ((gap * s * s).sum() / (s * g).sum()) ** 1.5 * g / gap
    energy = (np.abs(fft(s)) ** 2).sum() * dt
    return energy, (w * s * s).sum() / (s * s).sum()


# Example: thick silicon nitride waveguide, rough typical values (fs, mm, W)
pump_nm, beta2, beta3, beta4 = 1550.0, -150.0, 600.0, 6000.0
gamma, T0 = 1.0e-3, 20.0
c_nm_fs = const.c * 1e-6
omega0 = 2 * np.pi * c_nm_fs / pump_nm
tau = 1 / omega0
disp = dispersion(beta2, beta3, beta4)
L_D = T0**2 / abs(beta2)
P0 = abs(beta2) / (gamma * T0**2)
energy_W_fs = 2 * P0 * T0
b3, b4, s0 = beta3 / (-beta2 * T0), beta4 / (-beta2 * T0**2), tau / T0

# Steady pulses: energy error is second order, mean frequency third order
errors = []
for f in (0.4, 0.2):
    en, mean = stationary_pulse(dispersion(-1, b3 * f, b4 * f * f), s0 * f,
                                0.5, b3 * f / 6 + s0 * f)
    errors.append((abs(en / 2 - 1), abs(mean)))
ratio_energy = errors[0][0] / errors[1][0]
ratio_mean = errors[0][1] / errors[1][1]
assert errors[0][0] < 0.01 and errors[0][1] < 0.002
assert ratio_energy > 3.3 and ratio_mean > 5

# Full propagation: example, third-order dispersion alone, shifted soliton
cases = [("example", dispersion(-1, b3, b4), s0, 0.0),
         ("beta3 only", dispersion(-1, 0.4, 0.0), 0.0, 0.0),
         ("shifted soliton", dispersion(-1, b3, b4), s0, -0.3)]
results = []
for name, d, s, centre in cases:
    found, q, delay, bend, early = propagate(d, s, centre)
    full = resonance(d, s, 1.0, centre)
    error = abs(found - full)
    assert error < 0.02, (name, found, full)
    for flags in ({"phase": 0}, {"tod": 0}, {"steep": 0}):
        if s == 0 and "steep" in flags:
            continue
        partial = resonance(d, s, 1.0, centre, **flags)
        assert error < 0.5 * abs(found - partial), (name, flags)
    if centre == 0:
        delay_formula = d.deriv(3)(0) / 6 + s
        assert abs(q - 0.5) < 0.03, (name, q)
        assert abs(delay / delay_formula - 1) < 0.12, (name, delay)
        assert bend < 0.03, (name, bend)
        assert abs(d(found) - q - delay * found) < 0.06, name
    results.append((name, found, full, q, delay, bend, early))
tod_found = results[1][1]
tod_closed = 3 / 0.4 + 2 * 0.4 / 3
tod_common = 3 / 0.4 + 0.4 / 3
assert abs(tod_found - tod_closed) < 0.03 < abs(tod_found - tod_common)

# Raman drift rate from one small step of the delayed Kerr response
t = 0.05 * (np.arange(1024) - 512)
w = 2 * np.pi * np.fft.fftfreq(1024, 0.05)
pulse = 1 / np.cosh(t)
step = 1e-4
slope_of_power = -2 * np.tanh(t) * pulse**2
kicked = np.abs(ifft(pulse * np.exp(-1j * step * slope_of_power))) ** 2
raman_unit = (w * kicked).sum() / kicked.sum() / step
assert abs(raman_unit + 8 / 15) < 1e-5

# Line shape of a wave fed steadily over a finite length
u = np.linspace(0.01, 4, 40001)
feed = (np.arange(2000) + 0.5) / 2000
profile = [abs(np.exp(1j * x * feed).mean()) ** 2 for x in u[::100]]
half_width = np.interp(-0.5, -np.array(profile), u[::100])
assert abs(2 * half_width - 5.566) < 0.01


def wavelength(offset):
    return 2 * np.pi * c_nm_fs / (omega0 + offset)


steps = [resonance(disp, tau, T0, phase=a, tod=b, steep=c)
         for a, b, c in ((0, 0, 0), (1, 0, 0), (1, 1, 0), (1, 1, 1))]
W = steps[-1]
lam = [wavelength(x) for x in steps]
terms = (gamma * P0 / 2, W * beta3 / (6 * T0**2), W * gamma * P0 * tau)
assert abs(disp(W) - sum(terms)) < 1e-6 * sum(terms)
zero_disp = np.roots([beta4 / 2, beta3, beta2])

# Effects left out, sized for the example
chip = 4 * L_D
T_R, loss_dB_m, area_um2, index, gap_eV = 3.0, 10.0, 1.0, 2.0, 5.0
drift = raman_unit * T_R * abs(beta2) / T0**4 * chip
width_shifted = (2 * abs(disp.deriv(2)(drift))
                 / (gamma * (1 + tau * drift) * energy_W_fs))
lam_raman = wavelength(resonance(disp, tau, width_shifted, drift))
slip = disp.deriv()(W) - (terms[1] + terms[2]) / W
line_nm = 2 * half_width / chip / slip * lam[3]**2 / (2 * np.pi * c_nm_fs)
kept = 10 ** (-loss_dB_m * chip * 1e-3 / 10)
lam_loss = wavelength(resonance(disp, tau, T0 / kept))
lam_area = wavelength(resonance(disp, 1.3 * tau, T0))
beta5_equal = 120 * sum(terms) / W**5
intensity = P0 / (area_um2 * 1e-12)
field = np.sqrt(2 * intensity / (index * const.epsilon_0 * const.c))
photon = const.h * const.c / (pump_nm * 1e-9) / const.e
photon_dw = const.h * const.c / (lam[3] * 1e-9) / const.e
grid, density = results[0][6]
order = np.argsort(grid)
level = 10 * np.log10(np.interp(W * T0, grid[order], density[order])
                      / density.max())
tail = -20 * np.log10(np.cosh(np.pi * W * T0 / 2))

print("INPUTS (rough typical silicon nitride waveguide)")
print(f"pump {pump_nm:.0f} nm, omega0 {omega0:.4f} rad/fs, T0 {T0:.0f} fs")
print(f"beta2 {beta2:.0f} fs2/mm, beta3 {beta3:.0f} fs3/mm, "
      f"beta4 {beta4:.0f} fs4/mm")
print(f"gamma {gamma*1e3:.1f} /(W m), tau = 1/omega0 = {tau:.4f} fs")
print(f"scaled beta3 {b3:.3f}, beta4 {b4:.3f}, tau {s0:.4f} (no unit)")
print("SOLITON")
print(f"peak power {P0:.1f} W, energy {energy_W_fs*1e-3:.2f} pJ")
print(f"dispersion length {L_D:.3f} mm, chip length {chip:.2f} mm")
print("zero-dispersion wavelengths "
      + ", ".join(f"{wavelength(x):.0f}" for x in zero_disp) + " nm")
print("DISPERSIVE WAVE: offset (rad/fs), wavelength (nm)")
for label, x, l in zip(("D = 0", "+ nonlinear phase", "+ beta3 delay",
                        "+ self-steepening"), steps, lam):
    print(f"{label:20s} {x:.5f}  {l:.2f}")
print(f"terms at the root: phase {terms[0]:.4f}, beta3 delay {terms[1]:.4f},"
      f" steepening {terms[2]:.4f} rad/mm")
print(f"sum of terms {sum(terms):.4f} rad/mm, W*T0 = {W*T0:.3f}")
print(f"delay slip of wave against soliton {slip:.2f} fs/mm")
print(f"soliton sech2 tail at the wave {tail:.1f} dB")
print(f"simulated density there at chip end {level:.1f} dB of maximum")
print("SIMULATIONS (units of T0 and dispersion length)")
for name, found, full, q, delay, bend, _ in results:
    print(f"{name}: W simulated {found:.4f}, formula {full:.4f}")
for name, found, full, q, delay, bend, _ in results[:2]:
    print(f"{name}: soliton phase rate {q:.4f}, delay rate {delay:.4f}, "
          f"bend {bend:.4f}")
print(f"formula delay rates {b3/6+s0:.4f} (example), {0.4/6:.4f} (beta3 only)")
print(f"beta3 only, closed form {tod_closed:.4f}, phase term only "
      f"{tod_common:.4f}")
print("STEADY PULSES, scale 0.4 then 0.2")
print(f"relative energy error {errors[0][0]:.2e}, {errors[1][0]:.2e}, "
      f"ratio {ratio_energy:.2f}")
print(f"mean frequency error {errors[0][1]:.2e}, {errors[1][1]:.2e}, "
      f"ratio {ratio_mean:.2f}")
print("EFFECTS LEFT OUT")
print(f"Raman rate constant {raman_unit:.5f} (-8/15 = {-8/15:.5f})")
print(f"Raman, T_R {T_R:.0f} fs (rough): soliton drift {drift:.5f} rad/fs "
      "at chip end")
print(f"  soliton then at {wavelength(drift):.1f} nm, wave at "
      f"{lam_raman:.2f} nm")
print(f"finite-length linewidth {line_nm:.2f} nm")
print(f"loss {loss_dB_m:.0f} dB/m (rough): wave at {lam_loss:.2f} nm "
      "at chip end")
print(f"tau 30 % larger (mode area): wave at {lam_area:.2f} nm")
print(f"beta5 giving a term as large as the sum {beta5_equal:.3g} fs5/mm")
print(f"mode area {area_um2:.0f} um2, index {index:.0f} (rough): "
      f"{intensity*1e-13:.1f} GW/cm2, {field*1e-8:.2f} MV/cm")
print(f"photon energy pump {photon:.3f} eV, wave {photon_dw:.3f} eV, "
      f"gap {gap_eV:.0f} eV (rough)")
assert 2 * photon_dw < gap_eV
print("tests ok")
```

Output:

```
INPUTS (rough typical silicon nitride waveguide)
pump 1550 nm, omega0 1.2153 rad/fs, T0 20 fs
beta2 -150 fs2/mm, beta3 600 fs3/mm, beta4 6000 fs4/mm
gamma 1.0 /(W m), tau = 1/omega0 = 0.8229 fs
scaled beta3 0.200, beta4 0.100, tau 0.0411 (no unit)
SOLITON
peak power 375.0 W, energy 15.00 pJ
dispersion length 2.667 mm, chip length 10.67 mm
zero-dispersion wavelengths 2164, 1385 nm
DISPERSIVE WAVE: offset (rad/fs), wavelength (nm)
D = 0                0.38310  1178.49
+ nonlinear phase    0.38737  1175.35
+ beta3 delay        0.38950  1173.79
+ self-steepening    0.39210  1171.90
terms at the root: phase 0.1875, beta3 delay 0.0980, steepening 0.1210 rad/mm
sum of terms 0.4065 rad/mm, W*T0 = 7.842
delay slip of wave against soliton 47.03 fs/mm
soliton sech2 tail at the wave -101.0 dB
simulated density there at chip end -42.2 dB of maximum
SIMULATIONS (units of T0 and dispersion length)
example: W simulated 7.8505, formula 7.8419
beta3 only: W simulated 7.7660, formula 7.7537
shifted soliton: W simulated 8.2224, formula 8.2165
example: soliton phase rate 0.5131, delay rate 0.0797, bend 0.0019
beta3 only: soliton phase rate 0.5082, delay rate 0.0723, bend 0.0025
formula delay rates 0.0745 (example), 0.0667 (beta3 only)
beta3 only, closed form 7.7667, phase term only 7.6333
STEADY PULSES, scale 0.4 then 0.2
relative energy error 2.05e-03, 5.05e-04, ratio 4.05
mean frequency error 1.48e-04, 1.80e-05, ratio 8.19
EFFECTS LEFT OUT
Raman rate constant -0.53333 (-8/15 = -0.53333)
Raman, T_R 3 fs (rough): soliton drift -0.01600 rad/fs at chip end
  soliton then at 1570.7 nm, wave at 1158.24 nm
finite-length linewidth 8.09 nm
loss 10 dB/m (rough): wave at 1172.20 nm at chip end
tau 30 % larger (mode area): wave at 1171.33 nm
beta5 giving a term as large as the sum 5.26e+03 fs5/mm
mode area 1 um2, index 2 (rough): 37.5 GW/cm2, 3.76 MV/cm
photon energy pump 0.800 eV, wave 1.058 eV, gap 5 eV (rough)
tests ok
```
